# Which band tail sets the slope of subgap absorption?

## Problem

An amorphous semiconductor has a valence band edge at energy $0$ and a conduction band edge at $E_g$. Exponential tails of localized states reach from both edges into the gap. In units of their values $N_v$ and $N_c$ at the edges, the densities of states are

- valence side: $e^{-x/w_v}$ at height $x>0$ above the valence edge, and $b_v(\varepsilon)$ at depth $\varepsilon>0$ inside the band;
- conduction side: $e^{-y/w_c}$ at depth $y>0$ below the conduction edge, and $b_c(\varepsilon)$ at height $\varepsilon>0$ inside the band.

All valence states, tail included, are filled, and all conduction states are empty. Disorder has removed $k$ selection, and every pair of states has the same matrix element. For a photon energy $\hbar\omega=E_g-\Delta$ with $\Delta>0$, absorption is governed by the joint density of states

$$J(\hbar\omega)=\int g_v(E)\,g_c(E+\hbar\omega)\,dE ,$$

where $g_v$ and $g_c$ are the scaled densities above, so that $J$ is an energy.

Find $J$ and its logarithmic slope $S=d\ln J/d(\hbar\omega)$ below the gap. How does the local Urbach energy $1/S$ depend on $w_v$ and $w_c$? Evaluate it for $E_g=3$ eV, $w_v=100$ meV, $w_c=20$ meV and bands that join the tails smoothly, $b_i(\varepsilon)=\sqrt{1+2\varepsilon/w_i}$. These are round model parameters.

## First estimate by scaling

Take $w_v>w_c$. A transition from height $x$ in the valence tail to depth $y$ in the conduction tail bridges the energy $E_g-x-y$. Energy conservation therefore requires $x+y=\Delta$: the missing energy is shared between the two tails. The number of such pairs scales as

$$e^{-x/w_v-y/w_c}=e^{-\Delta/w_v}\,e^{-y/w^*},\qquad \frac1{w^*}=\frac1{w_c}-\frac1{w_v},$$

where $x=\Delta-y$ was inserted. The cheapest choice is $y=0$, with the whole deficit taken from the broader tail. The estimate is thus $1/S\approx w_v=100$ meV.

The prefactor is the energy range that contributes. On the tail side this range is about $w^*=w_vw_c/(w_v-w_c)=25$ meV. Final states inside the conduction band need an initial state still higher in the valence tail, which limits them to a range of about $w_v$. With the band density kept at its edge value,

$$J\approx(w_v+w^*)\,e^{-\Delta/w_v}.$$

At $\Delta=400$ meV this is $125\ \text{meV}\times e^{-4}\approx2.3$ meV.

## Exact solution

**The three kinds of transition.** Let $x$ be the initial energy measured from the valence edge, now of either sign. The final state lies at $y=\Delta-x$ below the conduction edge. The integral splits at $x=0$ and $x=\Delta$. Its limits are extended to infinity. This adds fictitious initial states above the conduction edge and final states below the valence edge, but their weights are suppressed by factors of order $e^{-\hbar\omega/w_v}$ and $e^{-\hbar\omega/w_c}$, negligible here.

For $0<x<\Delta$ both states are in the tails:

$$\int_0^\Delta e^{-x/w_v}e^{-(\Delta-x)/w_c}dx=e^{-\Delta/w_c}\int_0^\Delta e^{x/w^*}dx=w^*\left(e^{-\Delta/w_v}-e^{-\Delta/w_c}\right).$$

The last step uses $\Delta/w^*-\Delta/w_c=-\Delta/w_v$.

For $x>\Delta$ the final state is in the conduction band at height $\varepsilon=x-\Delta$:

$$\int_0^\infty e^{-(\Delta+\varepsilon)/w_v}b_c(\varepsilon)\,d\varepsilon=B_c\,e^{-\Delta/w_v},\qquad B_c=\int_0^\infty b_c(\varepsilon)e^{-\varepsilon/w_v}d\varepsilon .$$

For $x<0$ the initial state is in the valence band at depth $\varepsilon=-x$, and the final state is at $y=\Delta+\varepsilon$:

$$\int_0^\infty b_v(\varepsilon)e^{-(\Delta+\varepsilon)/w_c}d\varepsilon=B_v\,e^{-\Delta/w_c},\qquad B_v=\int_0^\infty b_v(\varepsilon)e^{-\varepsilon/w_c}d\varepsilon .$$

Each band is weighted by the tail of the opposite band. The sum is

$$J=K_v e^{-\Delta/w_v}+K_c e^{-\Delta/w_c},\qquad K_v=B_c+w^*,\qquad K_c=B_v-w^* .$$

**The slope.** Since $d/d(\hbar\omega)=-d/d\Delta$,

$$S=\frac1J\left(\frac{K_v}{w_v}e^{-\Delta/w_v}+\frac{K_c}{w_c}e^{-\Delta/w_c}\right).$$

Replacing $K_ve^{-\Delta/w_v}$ by $J-K_ce^{-\Delta/w_c}$ gives

$$S=\frac1{w_v}+\frac{K_c}{w^*}\,\frac{e^{-\Delta/w_c}}{J}=\frac1{w_v}+\frac{K_c}{w^*}\,\frac{e^{-\Delta/w^*}}{K_v+K_ce^{-\Delta/w^*}} .$$

Because $K_v>0$, the correction vanishes as $e^{-\Delta/w^*}$ and $S\to1/w_v$. The broader tail sets the low-energy slope.

**The sign of the correction.** The energy $w^*$ can itself be written as an integral over the valence band:

$$w^*=\int_0^\infty e^{\varepsilon/w_v}e^{-\varepsilon/w_c}d\varepsilon,\qquad K_c=\int_0^\infty\left[b_v(\varepsilon)-e^{\varepsilon/w_v}\right]e^{-\varepsilon/w_c}d\varepsilon .$$

If the band density lies below the continued exponential, then $K_c<0$ and $S<1/w_v$. The square-root band satisfies this: with $u=2\varepsilon/w_v$, $1+u<e^u$ gives $\sqrt{1+u}<e^{u/2}=e^{\varepsilon/w_v}$. Also $S>0$, because $g_c$ rises with energy throughout. For these smoothly joined bands and a single matrix element, the local Urbach energy therefore approaches $w_v$ from above and does not lie between the two widths. This sign is fragile. With the numbers below, $K_c$ is a near cancellation of $B_v$ and $w^*$. It turns positive if the valence band density is raised at the edge by a factor above $w^*/B_v\approx1.07$, or if tail-to-tail transitions carry a squared matrix element below $B_v/w^*\approx0.94$ of the others, as may happen when both states are localized. Then $S$ is a weighted mean of $1/w_v$ and $1/w_c$, and $1/S$ approaches $w_v$ from below.

**Numbers.** In $B_c$ put $t=1+2\varepsilon/w_c$ and $p=w_c/(2w_v)$, so that $d\varepsilon=(w_c/2)\,dt$ and $\varepsilon/w_v=p(t-1)$:

$$B_c=\frac{w_c}{2}e^p\int_1^\infty t^{1/2}e^{-pt}dt=\frac{w_c}{2}\,e^p\,p^{-3/2}\,\Gamma\!\left(\tfrac32,p\right),$$

with $\Gamma(a,p)=\int_p^\infty s^{a-1}e^{-s}ds$. Exchanging $w_v$ and $w_c$ gives $B_v$. With $p=0.1$ for $B_c$ and $2.5$ for $B_v$, one finds $B_c=302.78$ meV and $B_v=23.462$ meV, hence

$$K_v=302.78+25.00=327.78\ \text{meV},\qquad K_c=23.462-25.00=-1.538\ \text{meV}.$$

The formulas for $J$ and $S$ then give:

| $\Delta$ (meV) | $J$ (meV) | $1/S$ (meV) |
|---:|---:|---:|
| 10 | 295.7 | 101.28 |
| 50 | 198.7 | 100.25 |
| 100 | 120.6 | 100.03 |
| 400 | 6.004 | 100.00 |

**Equal widths.** For $w_v=w_c=w$ the tail-to-tail integrand is constant, and its integral is $\Delta e^{-\Delta/w}$. Then

$$J=e^{-\Delta/w}(\Delta+B_c+B_v),\qquad S=\frac1w-\frac1{\Delta+B_c+B_v}.$$

The approach to $1/w$ is now algebraic. For $w=100$ meV, $B_c+B_v=331$ meV, and at $\Delta=400$ meV the local Urbach energy is still $1/(1/100-1/731)\approx116$ meV.

**From $J$ to the absorption coefficient.** For a field of amplitude $F$, the golden-rule rate with a constant momentum matrix element is proportional to $(F/\omega)^2J$, because the vector potential has amplitude $F/\omega$. Multiplying by $\hbar\omega$ for the absorbed power and dividing by the intensity, proportional to $F^2$ at constant refractive index, gives $\alpha\propto J/\hbar\omega$. With a constant dipole matrix element the rate is proportional to $F^2J$, and $\alpha\propto\hbar\omega J$. Hence

$$\frac{d\ln\alpha}{d(\hbar\omega)}=S\mp\frac1{\hbar\omega},$$

with the upper sign for constant momentum matrix element. At $\hbar\omega=2.6$ eV the Urbach energies of $\alpha$ are 104.0 meV and 96.3 meV respectively. Either choice thus shifts the Urbach energy by about 4% from $1/S$, and the two choices differ by about 8%. At this photon energy the deviation of $1/S$ from $w_v$ is far smaller.

## Comparison of estimate and solution

The estimated slope is the limit of the exact one. In the example it is good to about 1% already at $\Delta=10$ meV. The relative correction to $S$ is about $(w_v/w^*)(|K_c|/K_v)\,e^{-\Delta/w^*}$. Its prefactor is only 1.9%, because $|K_c|$ is much smaller than $K_v$, and the exponential reduces it further.

The estimated magnitude is too small: 2.3 meV against 6.0 meV at $\Delta=400$ meV. The tail-to-tail range $w^*$ was right; the band range was not. The conduction band density does not stay at its edge value. At a height $w_v$ it has grown by $\sqrt{1+2w_v/w_c}=\sqrt{11}\approx3.3$, and the estimate $w_v=100$ meV must be replaced by $B_c=303$ meV. Transitions from the valence tail into the conduction band consequently make up $B_c/K_v=92\%$ of $J$ at this $\Delta$, and tail-to-tail transitions the other 8%. In this example the exponential is therefore mainly an image of the valence tail, seen from the conduction band.

Changing one width at a time shows the same control. At $\Delta=400$ meV, doubling $w_c$ to 40 meV leaves the local Urbach energy at 100.0 meV, while lowering $w_v$ to 80 meV, with $w_c=20$ meV, moves it to 80.0 meV. When the two widths are close, however, $|K_c|$ is no longer small compared with $K_v$ and the approach to $w_v$ is slower. For $w_c=80$ meV and $w_v=100$ meV, $w^*=400$ meV, and the local Urbach energy at $\Delta=400$ meV is 105.6 meV. For nearly equal widths $w^*$ is very large and the deviation follows the algebraic law of the equal-width case, becoming small once $\Delta\gg w_v$ even though $\Delta<w^*$: for $w_c=99$ meV, $w^*=9900$ meV, and at $\Delta=1500$ meV the local Urbach energy is 105.2 meV.

If the two widths are exchanged, together with the band shapes attached to them, $J$ is unchanged. The slope gives the width of the broader tail but does not say to which band it belongs.

Three of the assumptions deserve a closer look.

**A step in the density of states.** Suppose the valence band density is 100 times larger just inside the edge than in the tail, $b_v=100\sqrt{1+2\varepsilon/w_v}$. Then $K_c=2346-25=2321$ meV is positive and exceeds $K_v$. The two terms of $J$ are equal at

$$\Delta=w^*\ln\frac{K_c}{K_v}=25\ln\frac{2321}{328}\approx49\ \text{meV}.$$

There $S$ is the mean of $1/w_v$ and $1/w_c$, so $1/S=33.3$ meV. At $\Delta=10$ meV it is 23.2 meV, close to the narrow width; at 400 meV it is again 100.0 meV. The large number of valence band states favours the narrow tail near the gap, but it cannot offset the faster decay at large $\Delta$.

**Occupation of the tails.** In the two cases below, $J$ still counts only transitions from valence to conduction states. A partly filled tail also permits transitions within one set of states: from filled conduction tail states into the conduction band, or from the valence band into emptied valence tail states. With comparable matrix elements these can outweigh $J$, and they must be added to obtain the total absorption. The results below describe the valence-to-conduction part alone.

**Occupation of the narrow tail.** At zero temperature, let the Fermi level lie $f$ below the conduction edge, so that final states with $y>f$ are filled. For $\Delta>f$ the tail-to-tail part becomes

$$\int_0^f e^{-(\Delta-y)/w_v}e^{-y/w_c}dy=w^*\left(1-e^{-f/w^*}\right)e^{-\Delta/w_v},$$

and transitions from the valence band into the tail are blocked. The slope stays $1/w_v$. For $f=30$ meV and $\Delta=400$ meV, $J$ falls to 0.977 of its former value.

**Occupation of the broad tail.** If, again at zero temperature, the Fermi level lies at height $X$ above the valence edge, valence states with $x>X$ are empty. For $\Delta>X$ every remaining valence-to-conduction transition ends in the conduction tail, and

$$J=e^{-\Delta/w_c}\left[B_v+\int_0^Xe^{x/w^*}dx\right]=e^{-\Delta/w_c}\left[B_v+w^*\left(e^{X/w^*}-1\right)\right].$$

Final states below the Fermi level are also blocked, but for $X=200$ meV and $\Delta=400$ meV they would require initial states 2.4 eV deep in the valence band, whose weight is negligible. The local Urbach energy of $J$ is then $w_c=20$ meV. This requires $kT\ll w^*$, since the tail-to-tail integrand grows as $e^{x/w^*}$ while the occupation above $X$ falls only as $e^{-(x-X)/kT}$. At 300 K, $kT\approx26$ meV exceeds $w^*=25$ meV and the value is 22.2 meV; for $w_c=10$ meV it is about 21 meV instead of 10 meV. The broader tail controls the slope of $J$ only while the states it must supply, from heights near $\Delta$ to several $w_v$ above it, are occupied: at $\Delta=400$ meV and zero temperature the local Urbach energy is 57 meV for $X=500$ meV and 96 meV for $X=800$ meV. If the conduction tail is the broader one, the corresponding states must be empty.

All numerical values are calculated from the stated model.
